**Symmetry of tetrahedron spectra under one cut and under four**

The program studies the tensor T_ij(E), the zone average of v_i v_j δ(E − ε), where ε is a band energy and v its gradient, interpolated linearly in six tetrahedra per mesh cell. For a simple-cubic mesh it asserts that a cut along one body diagonal d keeps 12 of 48 cubic operations and gives T = αI + β(dd^T − I), while the mean over four diagonals gives αI. It also asserts that this mean equals the projection of a single-cut tensor onto cubic symmetry, and that the density of states is the same for all four cuts. The leading error law is compared with direct integration for the weight E² on simple-cubic, fcc and bcc model bands, with agreement required within 1% after extrapolation in the mesh size. In the simple-cubic example at N = 8 and E = −0.10 Ha, the false xy element is 0.5% of xx, and averaging removes it without changing xx. For primitive cells of an fcc crystal, the shortest-diagonal cut keeps all 48 operations and the four-diagonal mean keeps 12. For bcc, neither a single cut nor the four-diagonal mean has full cubic symmetry.

## Verification by program

```python
# Result under test: cutting every cell of a simple-cubic k mesh into six tetrahedra
# around ONE body diagonal d leaves 12 of 48 cubic operations, so the spectrum tensor
#   T_ij(E) = zone average of v_i v_j delta(E - energy)
# becomes alpha*I + beta*(d d^T - I); the mean over the four diagonals is alpha*I.
# For primitive cells of fcc and bcc crystals the four-diagonal mean is NOT cubic.
# Leading error for a smooth weight phi(E), with Q = (sum b b^T + D D^T)/(24 N^2):
#   < v_i v_j [phi'' v.Q.v + 2 phi' Q:Hessian] >,  D = sum s_i b_i, s_i = +1 or -1.
# b_i: reciprocal basis vectors; N: mesh divisions; v: gradient of the band energy.
# Hartree atomic units; T is per cell and per spin, in Ha bohr^2.
from collections import Counter
from itertools import permutations, product
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a = 6.0
t_first, t_second = 0.04, 0.005
t_fcc, t_bcc = 0.02, 0.04
DIAGONALS = [np.array(s) for s in [(1, 1, 1), (-1, 1, 1), (1, -1, 1), (1, 1, -1)]]
MESH = {"sc": np.eye(3, dtype=int),
        "fcc": np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]),
        "bcc": np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])}
RECIP = {name: 2 * np.pi / a * m for name, m in MESH.items()}
OPS = []
for perm in permutations(range(3)):
    for sg in product((1, -1), repeat=3):
        OPS.append(np.diag(sg) @ np.eye(3, dtype=int)[list(perm)])


def neighbours(squared_length):
    return np.array([r for r in product((-1, 0, 1), repeat=3)
                     if np.dot(r, r) == squared_length], dtype=float)


first, second, corner_nb = neighbours(1), neighbours(2), neighbours(3)
HOPS = {"sc": (a * np.vstack([first, second]),
               np.r_[np.full(6, t_first), np.full(12, t_second)]),
        "separable": (a * first, np.full(6, t_first)),
        "fcc": (a / 2 * second, np.full(12, t_fcc)),
        "bcc": (a / 2 * corner_nb, np.full(8, t_bcc))}


def band(name, k):
    R, t = HOPS[name]
    phase = k @ R.T
    return -np.cos(phase) @ t, (np.sin(phase) * t) @ R


def hessian(name, k):
    R, t = HOPS[name]
    second_moments = (t[:, None, None] * R[:, :, None] * R[:, None, :]).reshape(-1, 9)
    return (np.cos(k @ R.T) @ second_moments).reshape(-1, 3, 3)


def cell_tetrahedra(s):
    tets = []
    for order in permutations(range(3)):
        corner = (1 - s) // 2
        path = [corner]
        for i in order:
            corner = corner.copy()
            corner[i] += s[i]
            path.append(corner)
        tets.append(path)
    return np.array(tets)


def mesh_points(N):
    return np.indices((N, N, N)).reshape(3, -1).T


def corner_values(name, N, s):
    n = mesh_points(N)
    e, v = band(name, n @ RECIP[name] / N)
    x, y, z = v.T
    props = np.stack([np.ones_like(x), x*x, y*y, z*z, y*z, x*z, x*y], axis=1)
    c = (n[:, None, None, :] + cell_tetrahedra(s)) % N
    index = ((c[..., 0] * N + c[..., 1]) * N + c[..., 2]).reshape(-1, 4)
    return e[index], props, index


def spectrum(e, A, energies):
    """Mean over tetrahedra of A*delta(E-e), both linear inside each tetrahedron."""
    order = np.argsort(e, axis=1)
    e = np.take_along_axis(e, order, 1)
    A = np.take_along_axis(A, order[:, :, None], 1)
    out = []
    for E in energies:
        total = np.zeros(A.shape[2])

        def add_triangle(ee, AA, edges, weight):
            value = 0
            for i, j in edges:
                f = (E - ee[:, i]) / (ee[:, j] - ee[:, i])
                value = value + AA[:, i] + f[:, None] * (AA[:, j] - AA[:, i])
            return (weight[:, None] * value / 3).sum(axis=0)

        m = (e[:, 0] < E) & (E <= e[:, 1])
        q, B = e[m], A[m]
        p0, p1, p2, p3 = q.T
        total += add_triangle(q, B, [(0, 1), (0, 2), (0, 3)],
                              3 * (E-p0)**2 / ((p1-p0) * (p2-p0) * (p3-p0)))
        m = (e[:, 1] < E) & (E <= e[:, 2])
        q, B = e[m], A[m]
        p0, p1, p2, p3 = q.T
        total += add_triangle(q, B, [(0, 2), (0, 3), (1, 3)],
                              3 * (E-p0) * (p3-E) / ((p2-p0) * (p3-p0) * (p3-p1)))
        total += add_triangle(q, B, [(0, 2), (1, 2), (1, 3)],
                              3 * (p2-E) * (E-p1) / ((p2-p0) * (p2-p1) * (p3-p1)))
        m = (e[:, 2] < E) & (E < e[:, 3])
        q, B = e[m], A[m]
        p0, p1, p2, p3 = q.T
        total += add_triangle(q, B, [(0, 3), (1, 3), (2, 3)],
                              3 * (p3-E)**2 / ((p3-p0) * (p3-p1) * (p3-p2)))
        out.append(total / len(e))
    return np.array(out)


def mesh_spectrum(name, N, s, energies):
    e, props, index = corner_values(name, N, s)
    return spectrum(e, props[index], energies)


def tensor(row):
    _, xx, yy, zz, yz, xz, xy = row
    return np.array([[xx, xy, xz], [xy, yy, yz], [xz, yz, zz]])


# --- the tetrahedron formula against exact polynomial moments of one tetrahedron
rng = np.random.default_rng(4)
e_one, A_one = np.sort(rng.random(4)), rng.random(4)
nodes, weights = np.polynomial.legendre.leggauss(4)
moment0 = moment1 = 0.0
for lo, hi in zip(e_one[:-1], e_one[1:]):
    E = (lo + hi) / 2 + (hi - lo) / 2 * nodes
    g = spectrum(e_one[None], A_one[None, :, None], E)[:, 0] * weights * (hi - lo) / 2
    moment0 += g.sum()
    moment1 += (g * E).sum()
assert abs(moment0 - A_one.mean()) < 1e-11
assert abs(moment1 - (A_one * (e_one + e_one.sum())).sum() / 20) < 1e-11


# --- count cubic operations that map the set of tetrahedra onto itself
def canonical(points):
    pts = sorted(tuple(int(c) for c in p) for p in points)
    return tuple(tuple(c - o for c, o in zip(p, pts[0])) for p in pts)


def kept_operations(name, diagonals):
    tets = [t @ MESH[name] for s in diagonals for t in cell_tetrahedra(s)]
    original = Counter(canonical(t) for t in tets)
    return sum(Counter(canonical(t @ g.T) for t in tets) == original for g in OPS)


single_counts = {m: [kept_operations(m, [s]) for s in DIAGONALS] for m in MESH}
mean_counts = {m: kept_operations(m, DIAGONALS) for m in MESH}
assert single_counts["sc"] == [12] * 4 and mean_counts["sc"] == 48
assert single_counts["fcc"][0] == 48 and mean_counts["fcc"] == 12
assert max(single_counts["bcc"]) < 48 and mean_counts["bcc"] == 12


# --- pointwise interpolated band; x is the k point in mesh steps
def interpolated_energy(name, x, N, s):
    base = np.floor(x).astype(int)
    u = x - base
    w = np.where(s > 0, u, 1 - u)
    order = np.argsort(-w)
    corner = base + (1 - s) // 2
    path = [corner]
    for i in order:
        corner = corner.copy()
        corner[i] += s[i]
        path.append(corner)
    e, _ = band(name, np.array(path) * 2 * np.pi / (a * N))
    return e[0] + np.dot(w[order], np.diff(e))


N0 = 8
h = 2 * np.pi / (a * N0)
single_spread = mean_spread = separable_spread = 0.0
for x in rng.uniform(0, N0 / 2, (5, 3)):
    values = np.array([[interpolated_energy("sc", g @ x, N0, s) for s in DIAGONALS]
                       for g in OPS])
    single_spread = max(single_spread, np.ptp(values[:, 0]))
    mean_spread = max(mean_spread, np.ptp(values.mean(axis=1)))
    separable_spread = max(separable_spread, np.ptp(
        [interpolated_energy("separable", x, N0, s) for s in DIAGONALS]))
assert single_spread > 1e-5 and mean_spread < 1e-13 and separable_spread < 1e-13
face = np.array([1.5, 1.5, 0.0])
mirror = np.array([1.5, -1.5, 0.0])
face_value = interpolated_energy("sc", face, N0, DIAGONALS[0])
mirror_value = interpolated_energy("sc", mirror, N0, DIAGONALS[0])
true_value = band("sc", face[None] * h)[0][0]
face_mismatch = face_value - mirror_value
face_estimate = h**2 / 2 * hessian("sc", face[None] * h)[0, 0, 1]
# finite mesh step: the next order in h is about five per cent here
assert abs(face_mismatch / face_estimate - 1) < 0.08

# --- spectrum tensors on the simple-cubic mesh
energies = np.array([-0.22, -0.16, -0.10, -0.04, 0.03, 0.07])
pick = 2
rows = np.array([mesh_spectrum("sc", N0, s, energies) for s in DIAGONALS])
mean_rows = rows.mean(axis=0)
for j in range(len(energies)):
    alpha, beta = rows[0, j, 1], rows[0, j, 6]
    for s, row in zip(DIAGONALS, rows[:, j]):
        form = alpha * np.eye(3) + beta * (np.outer(s, s) - np.eye(3))
        assert np.allclose(tensor(row), form, rtol=0, atol=1e-11)
    T_mean = tensor(mean_rows[j])
    assert np.allclose(T_mean, alpha * np.eye(3), rtol=0, atol=1e-11)
    projected = sum(g @ tensor(rows[0, j]) @ g.T for g in OPS) / 48
    assert np.allclose(projected, T_mean, rtol=0, atol=1e-11)
assert np.allclose(rows[:, :, 0], rows[0, :, 0], rtol=1e-10, atol=1e-11)
assert np.max(np.abs(rows[0, :, 6])) > 0.002 * np.max(rows[0, :, 1])
finer = {N: mesh_spectrum("sc", N, DIAGONALS[0], energies[pick:pick+1])[0]
         for N in (16, 32)}

# --- leading error law, tested with the weight phi(E) = E^2
g3, w3 = np.polynomial.legendre.leggauss(3)
g3, w3 = (g3 + 1) / 2, w3 / 2


def second_moment(name, N, s):
    """Zone average of interpolated (xx, xy) times interpolated energy squared."""
    e, props, index = corner_values(name, N, s)
    A = [props[:, c][index] for c in (1, 6)]
    result = np.zeros(2)
    for (u, wu), (v, wv), (w, ww) in product(zip(g3, w3), repeat=3):
        bary = np.array([1 - u, u * (1 - v), u * v * (1 - w), u * v * w])
        phi = (e @ bary)**2
        weight = 6 * u * u * v * wu * wv * ww / len(e)
        result += weight * np.array([np.dot(phi, comp @ bary) for comp in A])
    return result


def error_coefficient(name, diagonals):
    """N^2 times the predicted leading error, and the exact second moment."""
    B = RECIP[name]
    k = mesh_points(24) @ B / 24
    e, v = band(name, k)
    H = hessian(name, k)
    Q = sum(B.T @ B + np.outer(s @ B, s @ B) for s in diagonals) / (24 * len(diagonals))
    factor = 2 * np.sum((v @ Q) * v, axis=1) + 4 * e * np.sum(H * Q, axis=(1, 2))
    pairs = np.stack([v[:, 0]**2, v[:, 0] * v[:, 1]])
    return (pairs * factor).mean(axis=1), (pairs * e**2).mean(axis=1)


law = {}
for name, diagonals in [("sc", DIAGONALS[:1]), ("fcc", DIAGONALS), ("bcc", DIAGONALS)]:
    predicted, exact = error_coefficient(name, diagonals)
    sizes = np.array([16, 24, 32])
    scaled = np.array([N**2 * (np.mean([second_moment(name, N, s) for s in diagonals],
                                      axis=0) - exact) for N in sizes])
    inv = 1.0 / sizes**2
    measured = np.linalg.solve(np.vander(inv, 3, increasing=True), scaled)[0]
    # extrapolation in powers of 1/N^2 leaves a small higher-order remainder
    assert np.all(np.abs(measured / predicted - 1) < 0.01), (name, measured, predicted)
    law[name] = (measured, predicted)
sc_mean_prediction = error_coefficient("sc", DIAGONALS)[0]
assert abs(sc_mean_prediction[1]) < 1e-10 * abs(sc_mean_prediction[0])
assert np.isclose(sc_mean_prediction[0], law["sc"][1][0], rtol=1e-9)

# --- primitive cells of fcc and bcc crystals
E_other = np.array([-0.10])
other = {m: np.array([mesh_spectrum(m, N0, s, E_other)[0] for s in DIAGONALS])
         for m in ("fcc", "bcc")}
T_short = tensor(other["fcc"][0])
assert np.allclose(T_short, T_short[0, 0] * np.eye(3), rtol=0, atol=1e-11)

# --- numbers for the text
print(f"lattice constant {a:.1f} bohr; mesh N = {N0}; step h = {h:.5f} 1/bohr")
print(f"hoppings: first {t_first:.3f} Ha, second {t_second:.3f} Ha")
for m in MESH:
    print(f"operations kept of {len(OPS)}, {m} crystal: single cuts {single_counts[m]},"
          f" four-mean {mean_counts[m]}")
print("Interpolated band, simple cubic, cut 111:")
print(f"  face centre (1.5,1.5,0)h: {face_value:.6f} Ha")
print(f"  equivalent (1.5,-1.5,0)h: {mirror_value:.6f} Ha")
print(f"  true band at both points: {true_value:.6f} Ha")
print(f"  mismatch {face_mismatch:.6f} Ha = {face_mismatch*HARTREE_EV*1000:.2f} meV")
print(f"  estimate h^2/2 * mixed derivative: {face_estimate:.6f} Ha")
print(f"  largest spread over 48 images, 5 points: {single_spread:.6f} Ha")
print(f"  same spread after four-mean: {mean_spread:.1e} Ha")
print(f"  separable band, spread over cuts: {separable_spread:.1e} Ha")
print(f"Tensor at E = {energies[pick]:.2f} Ha, N = {N0}, in Ha bohr^2:")
for s, row in zip(DIAGONALS, rows[:, pick]):
    print(f"  cut {s}: xx {row[1]:.6f} xy {row[6]:+.6f} xz {row[5]:+.6f} yz {row[4]:+.6f}")
row = mean_rows[pick]
print(f"  four-mean: xx {row[1]:.6f}, largest off-diagonal {np.max(np.abs(row[4:])):.1e}")
print(f"  |xy|/xx for one cut: {100*abs(rows[0,pick,6])/rows[0,pick,1]:.3f} percent")
print(f"  density of states, every cut: {rows[0,pick,0]:.6f} 1/Ha")
print("Cut 111 at the same energy on finer meshes, Ha bohr^2:")
for N, row in finer.items():
    print(f"  N = {N}: xx {row[1]:.6f}, xy {row[6]:+.6f}")
print(f"  xx at N = {N0} minus xx at N = 32: {rows[0,pick,1]-finer[32][1]:+.6f}")
print(f"Cut 111, N = {N0}, energy (Ha), xx and xy (Ha bohr^2):")
for E, row in zip(energies, rows[0]):
    print(f"  {E:+.2f}  {row[1]:.6f}  {row[6]:+.6f}")
print("N^2 * error of the E^2 moment, Ha^4 bohr^2 (measured, predicted):")
for m, label in [("sc", "one cut"), ("fcc", "four-mean"), ("bcc", "four-mean")]:
    got, want = law[m]
    print(f"  {m} {label}, xx: {got[0]:+.5e}, {want[0]:+.5e}")
    print(f"  {m} {label}, xy: {got[1]:+.5e}, {want[1]:+.5e}")
print(f"Primitive cells, E = {E_other[0]:.2f} Ha, N = {N0}, Ha bohr^2:")
print(f"  hoppings: fcc {t_fcc:.3f} Ha, bcc {t_bcc:.3f} Ha")
print(f"  fcc short-diagonal cut: xx {T_short[0,0]:.6f}, xy {T_short[0,1]:+.1e}")
for m in ("fcc", "bcc"):
    row = other[m].mean(axis=0)
    print(f"  {m} four-mean: xx {row[1]:.6f}, xy {row[6]:+.6f}")
print("checks complete")
```

It prints:

```
lattice constant 6.0 bohr; mesh N = 8; step h = 0.13090 1/bohr
hoppings: first 0.040 Ha, second 0.005 Ha
operations kept of 48, sc crystal: single cuts [12, 12, 12, 12], four-mean 48
operations kept of 48, fcc crystal: single cuts [48, 4, 4, 4], four-mean 12
operations kept of 48, bcc crystal: single cuts [12, 4, 4, 4], four-mean 12
Interpolated band, simple cubic, cut 111:
  face centre (1.5,1.5,0)h: -0.155711 Ha
  equivalent (1.5,-1.5,0)h: -0.150711 Ha
  true band at both points: -0.159466 Ha
  mismatch -0.005000 Ha = -136.06 meV
  estimate h^2/2 * mixed derivative: -0.005265 Ha
  largest spread over 48 images, 5 points: 0.002753 Ha
  same spread after four-mean: 2.8e-17 Ha
  separable band, spread over cuts: 2.8e-17 Ha
Tensor at E = -0.10 Ha, N = 8, in Ha bohr^2:
  cut [1 1 1]: xx 0.354533 xy -0.001842 xz -0.001842 yz -0.001842
  cut [-1  1  1]: xx 0.354533 xy +0.001842 xz +0.001842 yz -0.001842
  cut [ 1 -1  1]: xx 0.354533 xy +0.001842 xz -0.001842 yz +0.001842
  cut [ 1  1 -1]: xx 0.354533 xy -0.001842 xz +0.001842 yz +0.001842
  four-mean: xx 0.354533, largest off-diagonal 6.3e-18
  |xy|/xx for one cut: 0.519 percent
  density of states, every cut: 1.761135 1/Ha
Cut 111 at the same energy on finer meshes, Ha bohr^2:
  N = 16: xx 0.365586, xy -0.000920
  N = 32: xx 0.366817, xy -0.000017
  xx at N = 8 minus xx at N = 32: -0.012285
Cut 111, N = 8, energy (Ha), xx and xy (Ha bohr^2):
  -0.22  0.091671  +0.005570
  -0.16  0.219613  +0.005993
  -0.10  0.354533  -0.001842
  -0.04  0.509427  -0.012861
  +0.03  0.474613  -0.005971
  +0.07  0.361385  -0.001050
N^2 * error of the E^2 moment, Ha^4 bohr^2 (measured, predicted):
  sc one cut, xx: -6.08995e-03, -6.08994e-03
  sc one cut, xy: +3.42336e-03, +3.42337e-03
  fcc four-mean, xx: -1.25069e-03, -1.25068e-03
  fcc four-mean, xy: -3.97936e-04, -3.97942e-04
  bcc four-mean, xx: -1.27345e-02, -1.27342e-02
  bcc four-mean, xy: +5.45707e-03, +5.45750e-03
Primitive cells, E = -0.10 Ha, N = 8, Ha bohr^2:
  hoppings: fcc 0.020 Ha, bcc 0.040 Ha
  fcc short-diagonal cut: xx 0.093873, xy +1.7e-17
  fcc four-mean: xx 0.090365, xy -0.000939
  bcc four-mean: xx 0.260193, xy -0.001401
checks complete
```
